\section*{Why Diffusion Profiles Steepen Where the Diffusivity Is Small}

\section{Steep and shallow sides of a diffusion profile}

Consider an antimony-doped silicon layer next to undoped silicon, annealed for 4 h at $1000\,^{\circ}$C. In a model with two diffusivities, the concentration gradient at $10^{19}\,\mathrm{cm^{-3}}$ is $0.58\times10^{17}\,\mathrm{cm^{-3}/nm}$ on the doped side and $2.31\times10^{17}\,\mathrm{cm^{-3}/nm}$ on the undoped side. The concentration is continuous there, yet its slope changes by a factor of four. The diffusivity changes by the same factor in the opposite sense: $D_A=8\times10^{-15}\,\mathrm{cm^2/s}$ above this concentration and $D_B=2\times10^{-15}\,\mathrm{cm^2/s}$ below it.

\subsection{The cause: one flux, two diffusivities}

Two thick pieces are joined at $x=0$. Initially $c=c_L$ for $x<0$ and $c=c_R<c_L$ for $x>0$. The molar volume is constant, and the flux, positive to the right, is $J=-D\,c_x$. The diffusivity depends on composition alone: $D=D_A$ for $c>c^*$ and $D=D_B$ for $c<c^*$. The surface $c=c^*$, at $x=X(t)$, can therefore move through the material.

Take a thin slice that moves with this surface. Relative to the slice, material enters at the rate $J(X^-)-c^*\dot X$ and leaves at the rate $J(X^+)-c^*\dot X$. A slice of vanishing thickness stores nothing, so the two rates are equal. Because $c$ is continuous, the terms $c^*\dot X$ cancel:
\begin{equation}
D_A|c_x(X^-)|=D_B|c_x(X^+)|,\qquad
\frac{|c_x(X^+)|}{|c_x(X^-)|}=\frac{D_A}{D_B}.
\label{ratio}
\end{equation}

The mechanism is visible if the slopes are first imagined equal. With $D_A>D_B$, the fast side then delivers more than the slow side removes. Material accumulates at the plane where the join lies at that moment and raises the concentration there above $c^*$. The join shifts forward, and the profile becomes flatter on the fast side and steeper on the slow side until the fluxes agree. In the example both sides give the same flux (with $1\,\mathrm{cm}=10^7\,\mathrm{nm}$):
\begin{align}
J&=(8\times10^{-15})(5.786\times10^{23})=4.63\times10^{9}\,\mathrm{cm^{-2}s^{-1}},\\
J&=(2\times10^{-15})(2.314\times10^{24})=4.63\times10^{9}\,\mathrm{cm^{-2}s^{-1}}.
\end{align}

\subsection{The matched profile}

The initial step contains no length, so $c$ depends only on $\xi=x/(2\sqrt t)$. Then $c_t=-(\xi/2t)\,c'$ and $c_{xx}=c''/(4t)$, where primes denote $d/d\xi$. On either side of the join, $c_t=Dc_{xx}$ becomes
\begin{equation}
Dc''=-2\xi c'\quad\Rightarrow\quad c'\propto e^{-\xi^2/D}.
\end{equation}
Integration gives an error function on each side. The join lies at a fixed $\xi=k$, so $X=2k\sqrt t$. Define $p=k/\sqrt{D_A}$ and $q=k/\sqrt{D_B}$. The far values and $c(X)=c^*$ fix the constants:
\begin{align}
c&=c_L-(c_L-c^*)\frac{\operatorname{erfc}\!\big(-x/2\sqrt{D_At}\big)}{\operatorname{erfc}(-p)},&x&<X,\\
c&=c_R+(c^*-c_R)\frac{\operatorname{erfc}\!\big(x/2\sqrt{D_Bt}\big)}{\operatorname{erfc}(q)},&x&>X.
\label{slowpiece}
\end{align}
Since $d\operatorname{erfc}(z)/dz=-(2/\sqrt\pi)e^{-z^2}$, the slopes at the join are
\begin{equation}
|c_x(X^-)|=\frac{c_L-c^*}{\sqrt{\pi D_At}\,\operatorname{erfcx}(-p)},\qquad
|c_x(X^+)|=\frac{c^*-c_R}{\sqrt{\pi D_Bt}\,\operatorname{erfcx}(q)},
\end{equation}
with $\operatorname{erfcx}(z)=e^{z^2}\operatorname{erfc}(z)$. Multiplying each slope by its diffusivity, equating the results and cancelling $\sqrt{\pi t}$ gives the equation for $k$:
\begin{equation}
\frac{\sqrt{D_A}\,(c_L-c^*)}{\operatorname{erfcx}(-p)}
=\frac{\sqrt{D_B}\,(c^*-c_R)}{\operatorname{erfcx}(q)}.
\label{match}
\end{equation}

Substituting $u=z+s$ in the integral for $\operatorname{erfc}(z)$ gives $\operatorname{erfcx}(z)=(2/\sqrt\pi)\int_0^\infty e^{-s^2-2zs}ds$, which decreases with $z$. As $k$ runs from $-\infty$ to $\infty$, the left side of (\ref{match}) therefore falls from infinity to zero and the right side rises from zero to infinity. They cross once. At $k=0$ both denominators are 1, so the join moves to the right if $\sqrt{D_A}(c_L-c^*)>\sqrt{D_B}(c^*-c_R)$, to the left if the inequality is reversed, and stays at $x=0$ at equality.

For the example, $c_L=3\times10^{19}\,\mathrm{cm^{-3}}$, $c^*=10^{19}\,\mathrm{cm^{-3}}$ and $c_R=0$. The root is $p=0.454$, $q=0.907$, and with $2\sqrt{D_At}=214.7$ nm the join lies at $X=0.4537\times214.7=97.4$ nm.

A finite-volume solution with 1.5 nm cells, which uses conservation but neither error functions nor a matching condition, departs from this profile by at most $6\times10^{-5}$ of $c_L$. Its slope ratio is 4.04, against 4 from (\ref{ratio}). Exchanging the diffusivities moves the steep side to the rich material, where the simulated ratio is 4.01. Equation (\ref{match}) then puts the join at $x=0$, because $\sqrt2\times2=\sqrt8\times1$; the simulation puts it at 0.45 nm, within one cell.

\subsection{Why the contrast exceeds that of separate couples}

In a couple with uniform $D$, the slope at a given composition and time scales as $1/\sqrt D$. Two such couples, one fast and one slow, have slopes of 0.719 and 1.437 at $c^*$, in units of $10^{17}\,\mathrm{cm^{-3}/nm}$. Their ratio is 2. In the joined profile the slopes are 0.579 and 2.314, with ratio 4.

The fluxes explain the difference. At $c^*$ the uniform fast couple carries $5.7\times10^9\,\mathrm{cm^{-2}s^{-1}}$ and the uniform slow one $2.9\times10^9$. The joined couple carries an intermediate $4.6\times10^9$. Its slow side must pass more than it would in a uniformly slow couple, and its slope is 1.6 times larger. Its fast side passes less than in a uniformly fast couple and is about 20\% flatter.

\subsection{Where the simple rule fails}

The general relation is $|c_x|=J/D$. A small $D$ means a steep profile only between points of comparable flux; the far tail in the slow material is flat because no flux reaches it.

Even the steepest point need not lie in the slow material. Let $D_A>D_B$. If $k>0$, the fast side contains $x=0$, where its Gaussian slope peaks at $e^{p^2}$ times its value at the join. The slow side is steepest at the join, so
\begin{equation}
\frac{\text{largest slope, slow side}}{\text{largest slope, fast side}}
=\frac{D_A}{D_B}\,e^{-p^2}.
\end{equation}
The slow side wins if $p^2<\ln(D_A/D_B)$. If $k\le0$, the fast side is steepest at the join, and the slow side wins by at least $D_A/D_B$. In the example the ratio is $2.314/0.711=3.3$.

A counterexample keeps $c_L$, $c_R$, $D_A$ and $t$ but takes $D_B=4\times10^{-15}\,\mathrm{cm^2/s}$ and $c^*=3\times10^{17}\,\mathrm{cm^{-3}}$. Then $p^2=2.76$ exceeds $\ln2=0.69$. The largest slope is $0.79\times10^{17}\,\mathrm{cm^{-3}/nm}$ on the fast side and $0.10\times10^{17}$ on the slow side. The slope still doubles at the join, but little flux gets that far.

\subsection{Very large contrast}

Let $D_B\to0$ with the other quantities fixed. Then $q\to\infty$ and $\operatorname{erfcx}(q)\to1/(\sqrt\pi q)$. The right side of (\ref{match}) becomes $\sqrt\pi\,k(c^*-c_R)$. Dividing by $\sqrt{D_A}(c^*-c_R)$ and using $\operatorname{erfcx}(-p)=e^{p^2}(1+\operatorname{erf}p)$ gives
\begin{equation}
\sqrt\pi\,p\,e^{p^2}(1+\operatorname{erf}p)=\frac{c_L-c^*}{c^*-c_R}.
\end{equation}
The front keeps advancing at a rate set by the fast side. For the compositions of the example, $p=0.541$.

Ahead of the front, set $x=X+y$ in (\ref{slowpiece}). The exponent changes by $-qy/\sqrt{D_Bt}-y^2/(4D_Bt)$. Over the decay length the second term is of order $1/q^2$ and drops out, and the $\operatorname{erfcx}$ factors cancel to the same order. With $\dot X=k/\sqrt t$,
\begin{equation}
c-c_R\simeq(c^*-c_R)e^{-y/\ell},\qquad
\ell=\frac{\sqrt{D_Bt}}{q}=\frac{D_B}{\dot X}.
\end{equation}
The width of the slow side now scales as $D_B$, not as $\sqrt{D_B}$: the diffusing atoms have little time to spread ahead of the advancing front.

At $D_A/D_B=10^4$ the formula gives $\ell=0.02$ nm for the 4 h anneal. This is less than an atomic spacing, so the continuum description has failed, and the physical conclusion is an abrupt front of unresolved width. The worked example, with $q=0.91$, is far from this limit: $D_B/\dot X=59$ nm, whereas the actual length, $c^*$ divided by the slow-side slope, is 43 nm.

\subsection{Reading diffusivities from a profile}

For any $D(c)$ and the same initial step, $c_t=-(x/2t)c_x$. Conservation, $c_t=-J_x$, gives $J_x=(x/2t)c_x$. Integrating from the far right, where $J=0$, yields
\begin{equation}
J(c)=\frac1{2t}\int_{c_R}^{c}x\,dc',\qquad
D(c)=-\frac1{2t}\frac{dx}{dc}\int_{c_R}^{c}x\,dc'.
\label{inverse}
\end{equation}
The flux also vanishes at $c_L$, so $\int_{c_R}^{c_L}x\,dc=0$. This fixes the origin at the plane where the loss on one side equals the gain on the other. The integral is continuous in $c$ even where $D$ jumps; the jump enters through $dx/dc$.

Applied to the simulated profile, (\ref{inverse}) returns $8\times10^{-15}\,\mathrm{cm^2/s}$ at $2\times10^{19}\,\mathrm{cm^{-3}}$ and $2\times10^{-15}$ at $5\times10^{18}$. The slopes alone would mislead: their ratio between these compositions is 2.02, not 4, because the flux at the lower composition is about half as large. Two precautions follow.
\begin{itemize}
\item Compute the flux integral before inferring $D$ from slopes at different compositions.
\item Do not smooth the data across a suspected kink. Smoothing mixes the two slopes and turns a jump in $D$ into a gradual change. Here the depth resolution must be well below 43 nm.
\end{itemize}

\subsection{The antimony layer and its limits}

Antimony in silicon diffuses faster where the electrons it donates outnumber the intrinsic ones, roughly $7\times10^{18}\,\mathrm{cm^{-3}}$ at this temperature. The parameters are rough values for that regime. The jump itself is an idealization: in this material $D$ varies smoothly with the electron density $n$. A more realistic form is
\begin{equation}
D=\Big(1+\frac{c}{\sqrt{c^2+4n_i^2}}\Big)\Big(D_0+D_-\frac n{n_i}\Big),\quad
n=\frac c2+\sqrt{\frac{c^2}4+n_i^2},
\end{equation}
with rough values $D_0=0.8\times10^{-15}$ and $D_-=1\times10^{-15}\,\mathrm{cm^2/s}$. The first factor is $1+c\,d\ln n/dc$ and describes the drift of the donors in the field set up by the electrons. This $D$ rises from $1.8\times10^{-15}$ in undoped silicon to $10\times10^{-15}\,\mathrm{cm^2/s}$ at $c_L$. It moves the depth of $c^*$ from 97 to 73 nm, or to 52 nm if the field is left out. The profile changes by up to 8\% of $c_L$. The kink disappears, and the slope ratio between $5\times10^{18}$ and $2\times10^{19}\,\mathrm{cm^{-3}}$ falls from 2.0 to 1.3. With a uniform $D$ the error-function profile gives a ratio of only 0.69, so the steepening survives in weaker form.

The other effects estimated here are smaller or concern control of the process. A furnace 10 K too hot raises $D$ by about 33\% and lengths by 15\% for a single activation energy of 4 eV. In the doped region $n_i$ rises as well and lowers $n/n_i$, so with typical activation energies the smooth law gains only about 27\% in $D$ there and about 13\% in depth. For a given electron profile, carrier degeneracy strengthens the built-in field by about 4\% at $c_L$. The Debye length, about 2 nm, is short beside 43 nm, which supports local charge neutrality except at the very start of the anneal, when the step is still sharp. A doped layer $1\,\mu$m thick acts as infinitely thick. The chosen $c_L$ is high: reported solubility limits at this temperature range from about $2\times10^{19}$ to $4\times10^{19}\,\mathrm{cm^{-3}}$, so the layer is near saturation or above it; clustering and precipitation are not included. Nor is any diffusion while a further silicon layer is grown on top, which would blur the initial step. An inert ambient and equilibrium point-defect concentrations are assumed: antimony moves mainly by way of vacancies, so an oxidizing surface retards it and a nitriding one speeds it up, and $D$ then no longer depends on composition alone.

For a fixed temperature, thick pieces, an initially sharp step and a $D$ that depends on composition alone, all depths scale as $\sqrt t$ and all slopes as $1/\sqrt t$. Cutting the anneal to one hour halves the penetration and doubles every slope, but leaves the slope ratio at the join unchanged. In the two-diffusivity model, changing that ratio requires a change in $D_A/D_B$, for instance through temperature if the two diffusivities have different activation energies. In silicon the contrast between two given concentrations also depends on temperature through $n_i$. The numerical output lists the main values used here.

\section*{Computed values}
\begin{verbatim}
Rich-side Sb concentration: 3e+19 cm^-3
Jump composition: 1e+19 cm^-3
D fast (rich side): 8e-15 cm^2/s
D slow (poor side): 2e-15 cm^2/s
Anneal time: 14400 s
Temperature: 1273.15 K
2 sqrt(D t), fast: 214.7 nm
2 sqrt(D t), slow: 107.3 nm
p: 0.4537
q: 0.9075
Jump position X: 97.4 nm
Slope at jump, fast side: 0.5786 1e17 cm^-3/nm
Slope at jump, slow side: 2.314 1e17 cm^-3/nm
Slope at x=0: 0.7109 1e17 cm^-3/nm
Uniform fast couple, slope at c*: 0.7186 1e17 cm^-3/nm
Uniform slow couple, slope at c*: 1.437 1e17 cm^-3/nm
Flux at jump: 4.629e+09 cm^-2 s^-1
Sb transferred across x=0: 1.638e+14 cm^-2
Simulation: max profile error / c_rich: 5.8e-05
Simulation: slope ratio slow/fast: 4.041
Inverted D at 2e19 cm^-3: 8e-15 cm^2/s
Inverted D at 5e18 cm^-3: 2e-15 cm^2/s
Reversed couple: slope ratio rich/poor: 4.006
Reversed couple: simulated X: 0.45 nm
Counterexample D ratio: 2
Counterexample c*: 3e+17 cm^-3
Counterexample p^2: 2.756
Counterexample ln(D ratio): 0.6931
Counterexample top slope, fast side: 0.788 1e17 cm^-3/nm
Counterexample top slope, slow side: 0.09991 1e17 cm^-3/nm
Contrast 1e4: p: 0.54108
Contrast infinite: p: 0.54113
Contrast 1e4: skin length: 0.01984 nm
Contrast 1e4: c/c* one skin length ahead: 0.36779
Intrinsic electron density (rough): 7e+18 cm^-3
Smooth-law D at 0e+00 cm^-3: 1.8e-15 cm^2/s
Smooth-law D at 1e+19 cm^-3: 4.34e-15 cm^2/s
Smooth-law D at 3e+19 cm^-3: 1.01e-14 cm^2/s
Field factor at c*: 1.58
Field factor at c_rich: 1.91
Depth of c*, smooth D, no field: 51.6 nm
Depth of c*, smooth D with field: 73.1 nm
Smooth vs jump: max difference / c_rich: 0.083
Slope at 5e18 / slope at 2e19, jump D: 2.02
Slope at 5e18 / slope at 2e19, smooth D: 1.3
Degeneracy correction at c_rich: 4.4 %
Debye length at c*: 2.3 nm
Slow-side length c*/slope: 43.2 nm
D change for +10 K: 33 %
Length change for +10 K: 15 %
Depletion 1000 nm inside layer / c_rich: 2.0e-11
c_rich / rough Sb solubility: 0.75
\end{verbatim}
